# The average and k dependence of the plane-wave count: a numerical check

```python
"""
Plane-wave count N(k) = number of reciprocal vectors G with |k+G| < Gmax.
Results under test (Hartree atomic units):
  zone average   <N> = Omega Gmax^3 / (6 pi^2)
  k dependence   N(k) = sum_R c_R exp(i k.R),
                 c_R = Omega Gmax^2 j1(Gmax R) / (2 pi^2 R),
where R are direct lattice vectors, Omega is the direct cell volume and j1 is
the spherical Bessel function. Pointwise, the sum is taken with a damping
factor exp(-sigma^2 R^2/2), sigma -> 0; points on the sphere count one half.
Lattices are stored as matrices whose rows are the primitive vectors.
"""
import numpy as np
from scipy.special import spherical_jn, erf

PI = np.pi


def lattice_points(rows, radius):
    """All lattice vectors of length <= radius."""
    dual = np.linalg.inv(rows).T
    m = np.floor(radius * np.linalg.norm(dual, axis=1)).astype(int) + 1
    n2, n3 = np.meshgrid(np.arange(-m[1], m[1] + 1),
                         np.arange(-m[2], m[2] + 1), indexing="ij")
    plane = n2.reshape(-1, 1) * rows[1] + n3.reshape(-1, 1) * rows[2]
    kept = []
    for n1 in range(-m[0], m[0] + 1):
        points = plane + n1 * rows[0]
        kept.append(points[np.sum(points**2, axis=1) <= radius**2])
    return np.concatenate(kept)


def count_waves(kpoints, gmax, recip):
    """Direct count of |k+G| < gmax for each k."""
    reach = gmax + np.max(np.linalg.norm(kpoints, axis=1)) + 1e-6
    g = lattice_points(recip, reach)
    g2 = np.sum(g**2, axis=1)
    counts = []
    for start in range(0, len(kpoints), 4000):
        k = kpoints[start:start + 4000]
        q2 = np.sum(k**2, axis=1)[:, None] + g2 + 2 * k @ g.T
        counts.append(np.sum(q2 < gmax**2, axis=1))
    return np.concatenate(counts)


def k_mesh(recip, n):
    """Uniform n*n*n mesh over a primitive reciprocal cell, generic offset."""
    axes = [(np.arange(n) + s) / n - 0.5 for s in (0.237, 0.419, 0.683)]
    frac = np.stack(np.meshgrid(*axes, indexing="ij"), axis=-1).reshape(-1, 3)
    return frac @ recip


def mean_formula(gmax, volume):
    return volume * gmax**3 / (6 * PI**2)


def coefficient(r, gmax, volume):
    """c_R from the j1 formula, with its finite value at R = 0."""
    r = np.asarray(r, dtype=float)
    safe = np.where(r > 1e-9, r, 1.0)
    value = volume * gmax**2 * spherical_jn(1, gmax * safe) / (2 * PI**2 * safe)
    return np.where(r > 1e-9, value, mean_formula(gmax, volume))


def damped_sum(k, rvec, rlen, gmax, volume, sigma):
    terms = coefficient(rlen, gmax, volume) * np.exp(-0.5 * (sigma * rlen)**2)
    return np.sum(terms * np.cos(rvec @ k))


def smooth_ball(q, gmax, sigma):
    """Unit step inside radius gmax convolved with a 3D Gaussian."""
    q = np.maximum(q, 1e-8)
    w = np.sqrt(2) * sigma
    edge = 0.5 * (erf((gmax - q) / w) + erf((gmax + q) / w))
    bend = np.exp(-((gmax - q) / w)**2) - np.exp(-((gmax + q) / w)**2)
    return edge - sigma / (np.sqrt(2 * PI) * q) * bend


def overlap_variance(gmax, glen, volume):
    """Var N from overlap volumes of two spheres whose centres differ by G."""
    d = glen[glen < 2 * gmax]
    overlap = PI * (4 * gmax + d) * (2 * gmax - d)**2 / 12
    second_moment = np.sum(overlap) * volume / (2 * PI)**3
    return second_moment - mean_formula(gmax, volume)**2


# ---------- fcc model ----------
a = 8.0
gmax = 4.0
direct = 0.5 * a * np.array([[0., 1, 1], [1, 0, 1], [1, 1, 0]])
recip = 2 * PI * np.linalg.inv(direct).T
omega = abs(np.linalg.det(direct))
zone = abs(np.linalg.det(recip))
mean = mean_formula(gmax, omega)

print(f"fcc lattice constant a = {a:.1f} bohr, Gmax = {gmax:.1f} bohr^-1")
print(f"cutoff energy Gmax^2/2 = {gmax**2 / 2:.1f} hartree")
print(f"cell volume Omega = {omega:.1f} bohr^3")
print(f"zone volume = {zone:.5f} bohr^-3")
print(f"sphere volume = {4 * PI * gmax**3 / 3:.4f} bohr^-3")
print(f"<N> from formula = {mean:.4f} (number)")

# Zone average by direct counting; mesh error is of order rms(N)/n^2.
n_mesh = 40
mesh = k_mesh(recip, n_mesh)
counts = count_waves(mesh, gmax, recip)
print(f"<N> counted on {n_mesh}^3 k mesh = {counts.mean():.4f} (number)")
print(f"smallest, largest N on mesh = {counts.min()}, {counts.max()} (number)")
assert abs(counts.mean() - mean) < 0.02
assert counts.min() < mean < counts.max()

# Fourier coefficients by direct projection of the counted N(k).
near = lattice_points(direct, 1.45 * a)
near_len = np.linalg.norm(near, axis=1)
shells = np.unique(np.round(near_len, 8))[1:5]
print("shell: R (bohr), vectors, c_R formula, c_R counted (numbers)")
for shell in shells:
    members = near[np.abs(near_len - shell) < 1e-6]
    projected = np.mean(counts * np.exp(-1j * (mesh @ members[0])))
    predicted = float(coefficient(shell, gmax, omega))
    print(f"  {shell:.4f}  {len(members)}  {predicted:.4f}  {projected.real:.4f}")
    assert abs(projected - predicted) < 0.02

# Pointwise reconstruction from the damped real-space sum.
r_cut = 400.0
rvec = lattice_points(direct, r_cut)
rlen = np.linalg.norm(rvec, axis=1)
sigma = 0.015
print(f"real-space radius = {r_cut:.0f} bohr, {len(rlen)} vectors R")
print(f"damping sigma = {sigma:.3f} bohr^-1")
special = {"Gamma": np.zeros(3), "L": 0.5 * recip.sum(axis=0)}
exact_at = {}
for name, k in special.items():
    exact_at[name] = int(count_waves(k[None, :], gmax, recip)[0])
    rebuilt = damped_sum(k, rvec, rlen, gmax, omega, sigma)
    print(f"N at {name}: counted {exact_at[name]}, j1 sum {rebuilt:.5f} (number)")
    assert abs(rebuilt - exact_at[name]) < 5e-3

# A shell placed exactly on the sphere is counted one half.
g_surface = np.sqrt(24) * 2 * PI / a
glen_small = np.linalg.norm(lattice_points(recip, 5.0), axis=1)
inside = int(np.sum(glen_small < g_surface - 1e-7))
on_sphere = int(np.sum(np.abs(glen_small - g_surface) < 1e-7))
half_count = inside + on_sphere / 2
surface_sums = []
print(f"surface case: Gmax = {g_surface:.5f} bohr^-1 at Gamma")
print(f"  inside {inside}, on sphere {on_sphere}, half-count {half_count:.1f}")
for s in (0.03, 0.015):
    value = damped_sum(np.zeros(3), rvec, rlen, g_surface, omega, s)
    expected = half_count - on_sphere * s / (g_surface * np.sqrt(2 * PI))
    surface_sums.append(value)
    print(f"  sigma {s:.3f} bohr^-1: j1 sum = {value:.5f} (number)")
    assert abs(value - expected) < 1e-3
limit = 2 * surface_sums[1] - surface_sums[0]
print(f"  linear extrapolation to sigma = 0: {limit:.5f} (number)")
assert on_sphere > 0 and abs(limit - half_count) < 2e-3

# Variance: Parseval sum, sphere overlaps and direct counting.
glen = np.linalg.norm(lattice_points(recip, 28.1), axis=1)
var_overlap = overlap_variance(gmax, glen, omega)
nonzero = rlen[rlen > 1e-9]
tail = omega * gmax**2 / (2 * PI**3 * r_cut)
var_parseval = np.sum(coefficient(nonzero, gmax, omega)**2) + tail
print(f"Var N from sphere overlaps = {var_overlap:.4f} (number^2)")
print(f"Var N from sum of c_R^2 = {var_parseval:.4f} (number^2)")
print(f"  of which estimated tail = {tail:.4f} (number^2)")
print(f"Var N counted on mesh = {counts.var():.4f} (number^2)")
assert abs(var_parseval - var_overlap) < 0.01
assert abs(counts.var() - var_overlap) < 0.2  # sampling error of the mesh

for g in (gmax, 2 * gmax):
    rms = np.sqrt(overlap_variance(g, glen, omega))
    average = mean_formula(g, omega)
    print(f"Gmax {g:.1f} bohr^-1: <N> {average:.3f}, rms {rms:.4f}, "
          f"relative {100 * rms / average:.4f} %")

# Growth law of the variance, averaged over a smooth window of cutoffs.
cutoffs = np.linspace(8.0, 14.0, 601)
window = np.sin(PI * (cutoffs - 8.0) / 6.0)**2
scaled = np.array([overlap_variance(g, glen, omega) / g**2 for g in cutoffs])
observed = np.sum(window * scaled) / np.sum(window)
inverse4 = np.sum(nonzero**-4.0) + 4 * PI / (omega * r_cut)
predicted = omega**2 * inverse4 / (8 * PI**4)
print(f"sum of R^-4 over R != 0 = {inverse4:.6f} bohr^-4")
print("Var N / Gmax^2, window Gmax 8 to 14 bohr^-1:")
print(f"  overlaps {observed:.5f}, asymptotic law {predicted:.5f} bohr^2")
assert abs(observed / predicted - 1) < 0.01

# Sharp truncation at Gamma: amplitude of the sin(Gmax Rc) oscillation.
order = np.argsort(rlen)
sorted_len = rlen[order]
partial = np.cumsum(coefficient(sorted_len, gmax, omega))
print("sharp truncation at Gamma, sin(Gmax Rc) amplitude (number):")
for low, high in ((100.0, 200.0), (200.0, 400.0)):
    radii = np.arange(low, high, 0.02)
    sums = partial[np.searchsorted(sorted_len, radii, side="right") - 1]
    weight = np.sin(PI * (radii - low) / (high - low))**2
    signal = (sums - exact_at["Gamma"]) * np.sin(gmax * radii)
    amplitude = 2 * np.sum(weight * signal) / np.sum(weight)
    print(f"  Rc {low:.0f} to {high:.0f} bohr: {amplitude:.4f}")
# Other shells of G and lattice discreteness leave a few hundredths.
print(f"  value -2/pi from the G = 0 term: {-2 / PI:.4f}")
assert abs(amplitude + 2 / PI) < 0.05

# ---------- triclinic lattice: no symmetry is needed ----------
tri = np.array([[5.0, 0, 0], [1.0, 6.0, 0], [0.5, 1.5, 7.0]])
tri_recip = 2 * PI * np.linalg.inv(tri).T
tri_volume = abs(np.linalg.det(tri))
tri_gmax = 3.0
tri_mean = mean_formula(tri_gmax, tri_volume)
tri_counted = count_waves(k_mesh(tri_recip, 24), tri_gmax, tri_recip).mean()
print(f"triclinic: Omega {tri_volume:.1f} bohr^3, Gmax {tri_gmax:.1f} bohr^-1")
print(f"  <N> formula {tri_mean:.4f}, counted {tri_counted:.4f} (number)")
assert abs(tri_counted - tri_mean) < 0.05

# Smoothed identity at a generic k: reciprocal sum against j1 sum.
tri_sigma = 0.1
k = np.array([0.13, -0.21, 0.08])
tri_r = lattice_points(tri, 85.0)
tri_g = lattice_points(tri_recip, tri_gmax + np.linalg.norm(k) + 1.2)
real_side = damped_sum(k, tri_r, np.linalg.norm(tri_r, axis=1),
                       tri_gmax, tri_volume, tri_sigma)
recip_side = np.sum(smooth_ball(np.linalg.norm(tri_g + k, axis=1),
                                tri_gmax, tri_sigma))
print(f"  smoothed N at generic k, sigma {tri_sigma:.1f} bohr^-1:")
print(f"  G sum {recip_side:.8f}, j1 sum {real_side:.8f} (number)")
assert abs(real_side - recip_side) < 1e-7

print("finished without a failed check")
```

Printed output:

```
fcc lattice constant a = 8.0 bohr, Gmax = 4.0 bohr^-1
cutoff energy Gmax^2/2 = 8.0 hartree
cell volume Omega = 128.0 bohr^3
zone volume = 1.93789 bohr^-3
sphere volume = 268.0826 bohr^-3
<N> from formula = 138.3372 (number)
<N> counted on 40^3 k mesh = 138.3408 (number)
smallest, largest N on mesh = 129, 147 (number)
shell: R (bohr), vectors, c_R formula, c_R counted (numbers)
  5.6569  12  0.6307  0.6323
  8.0000  6  -0.3311  -0.3305
  9.7980  24  -0.0142  -0.0125
  11.3137  12  -0.0553  -0.0554
real-space radius = 400 bohr, 2094189 vectors R
damping sigma = 0.015 bohr^-1
N at Gamma: counted 137, j1 sum 137.00000 (number)
N at L: counted 138, j1 sum 138.00031 (number)
surface case: Gmax = 3.84765 bohr^-1 at Gamma
  inside 113, on sphere 24, half-count 125.0
  sigma 0.030 bohr^-1: j1 sum = 124.92535 (number)
  sigma 0.015 bohr^-1: j1 sum = 124.96267 (number)
  linear extrapolation to sigma = 0: 125.00000 (number)
Var N from sphere overlaps = 8.8769 (number^2)
Var N from sum of c_R^2 = 8.8771 (number^2)
  of which estimated tail = 0.0826 (number^2)
Var N counted on mesh = 8.9017 (number^2)
Gmax 4.0 bohr^-1: <N> 138.337, rms 2.9794, relative 2.1537 %
Gmax 8.0 bohr^-1: <N> 1106.698, rms 4.9260, relative 0.4451 %
sum of R^-4 over R != 0 = 0.024744 bohr^-4
Var N / Gmax^2, window Gmax 8 to 14 bohr^-1:
  overlaps 0.52031, asymptotic law 0.52024 bohr^2
sharp truncation at Gamma, sin(Gmax Rc) amplitude (number):
  Rc 100 to 200 bohr: -0.6556
  Rc 200 to 400 bohr: -0.6396
  value -2/pi from the G = 0 term: -0.6366
triclinic: Omega 210.0 bohr^3, Gmax 3.0 bohr^-1
  <N> formula 95.7485, counted 95.7458 (number)
  smoothed N at generic k, sigma 0.1 bohr^-1:
  G sum 96.21012575, j1 sum 96.21012575 (number)
finished without a failed check
```
